**Kittel resonance of an ellipsoidal macrospin: numerical tests**

For a uniformly magnetized ellipsoid with field and equilibrium magnetization along principal axis z, the program tests `omega0 = gamma*sqrt(Bx*By)`, where `Bx = B0 + mu0*Ms*(Nx-Nz)` and `By = B0 + mu0*Ms*(Ny-Nz)`. Here `B0` is the applied field, `Ms` the magnetization, `gamma` the gyromagnetic ratio, and `Nx`, `Ny`, `Nz` are the demagnetizing factors. The program asserts that the factors reproduce the field of explicit surface charges at three interior points, and that the stiffness fields match numerical energy curvatures. It also asserts that integration of the full nonlinear equation reproduces the small-tilt frequency, the ellipticity and the response to a weak drive. Exponents with and without Gilbert damping are compared with a numerical Jacobian for three field strengths along each principal axis. For semi-axes of 40, 10 and 60 nm, `Ms` = 800 kA/m and 0.1 T along the long axis, the output gives 10.05 GHz, against 2.80 GHz without the shape effect. At zero field the long, middle and short axes are an energy minimum, a saddle and a maximum, respectively. An initial tilt of 20° toward the middle axis lowers the frequency by 2.1 % relative to the linear result.

## Program and output

```python
"""
Result under test: a uniformly magnetized ellipsoid, with applied field B0 and
equilibrium magnetization along its principal axis z, has small oscillations
    omega0 = gamma*sqrt(Bx*By),
    Bx = B0 + mu0*Ms*(Nx-Nz),  By = B0 + mu0*Ms*(Ny-Nz).
Nx, Ny, Nz: demagnetizing factors; Ms: magnetization; m = M/Ms;
gamma = g*muB/hbar; alpha: Gilbert damping constant.
Inside the program: fields in tesla, time in ns, angular rates in rad/ns.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

g_factor = 2.0
Ms = 8.0e5
B0 = 0.1
alpha = 0.01
semi_axes = np.array([40.0, 10.0, 60.0])
mu_B = const.physical_constants["Bohr magneton"][0]
gamma = g_factor * mu_B / const.hbar * 1e-9
BM = const.mu_0 * Ms


def demag_factor(own, p, q):
    """Ray-integral factor along semi-axis own; p and q are the other two."""
    def integrand(u):
        fp = u*u + (1 - u*u) * (own / p)**2
        fq = u*u + (1 - u*u) * (own / q)**2
        return u*u / np.sqrt(fp * fq)
    return quad(integrand, 0, 1, epsabs=1e-11, epsrel=1e-10, limit=500)[0]


def demag_factors(axes):
    a, b, c = axes
    return np.array([demag_factor(a, b, c), demag_factor(b, c, a),
                     demag_factor(c, a, b)])


def stiffness(N, field):
    return field + BM * (N[0] - N[2]), field + BM * (N[1] - N[2])


def kittel(N, field):
    """Angular frequency at a stable equilibrium."""
    bx, by = stiffness(N, field)
    assert bx > 0 and by > 0
    return gamma * np.sqrt(bx * by)


def motion(t, m, N, field, damping=0.0, drive=0.0, drive_omega=0.0):
    """Full nonlinear equation, solved for dm/dt."""
    B = -BM * N * m
    B[2] += field
    B[0] += drive * np.cos(drive_omega * t)
    torque = np.cross(m, B)
    return -gamma / (1 + damping**2) * (torque + damping*np.cross(m, torque))


def jacobian(N, field, damping=0.0):
    """Transverse Jacobian at m = z by central differences."""
    h = 1e-4
    J = np.zeros((2, 2))
    for k in range(2):
        up, down = np.array([0., 0., 1.]), np.array([0., 0., 1.])
        up[k] += h
        down[k] -= h
        diff = motion(0, up, N, field, damping) - motion(0, down, N, field, damping)
        J[:, k] = diff[:2] / (2*h)
    return J


# Demagnetizing factors against the field of explicit surface charges.
N = demag_factors(semi_axes)
assert abs(N.sum() - 1) < 1e-8
cos_t, weight = np.polynomial.legendre.leggauss(300)
phi = 2*np.pi*np.arange(600)/600
C, P = np.meshgrid(cos_t, phi, indexing="ij")
S = np.sqrt(1 - C*C)
unit = np.array([S*np.cos(P), S*np.sin(P), C])
surface = semi_axes[:, None, None] * unit
area = np.prod(semi_axes) * unit / semi_axes[:, None, None]
area = area * weight[None, :, None] * (2*np.pi/600)
field_error = 0.0
for point in ([0., 0., 0.], [15., 2., 20.], [-10., 3., 25.]):
    sep = np.array(point)[:, None, None] - surface
    kernel = sep / np.sum(sep**2, axis=0)**1.5
    H_over_M = np.einsum("iab,jab->ij", kernel, area) / (4*np.pi)
    field_error = max(field_error, np.max(np.abs(H_over_M + np.diag(N))))
assert field_error < 1e-7

# Stiffness fields against energy curvatures on the unit sphere.
Bx, By = stiffness(N, B0)
omega0 = kittel(N, B0)


def energy_over_Ms(x, y):
    m = np.array([x, y, np.sqrt(1 - x*x - y*y)])
    return -B0*m[2] + 0.5*BM*np.sum(N*m*m)


h = 1e-3
e0 = energy_over_Ms(0, 0)
curv_x = (energy_over_Ms(h, 0) + energy_over_Ms(-h, 0) - 2*e0)/h**2
curv_y = (energy_over_Ms(0, h) + energy_over_Ms(0, -h) - 2*e0)/h**2
assert abs(curv_x - Bx) < 1e-6 and abs(curv_y - By) < 1e-6


# Frequency and ellipticity from free nonlinear motion.
def free_motion(tilt):
    def crossing(t, m):
        return m[0]
    crossing.direction = 1
    start = [np.sin(tilt), 0.0, np.cos(tilt)]
    sol = solve_ivp(lambda t, m: motion(t, m, N, B0), (0, 10.5*2*np.pi/omega0),
                    start, method="DOP853", rtol=1e-11, atol=1e-13,
                    events=crossing)
    times = sol.t_events[0]
    omega = 2*np.pi*(len(times) - 1)/(times[-1] - times[0])
    return omega, sol.y_events[0][0][1]


omega_small, y_cross = free_motion(0.01)
omega_double, _ = free_motion(0.02)
omega_limit = (4*omega_small - omega_double)/3
assert abs(omega_limit/omega0 - 1) < 1e-6
shift_ratio = (omega_double - omega0)/(omega_small - omega0)
assert abs(shift_ratio - 4) < 0.1
assert y_cross < 0
ellipticity = np.sqrt(By/Bx)
measured_ellipticity = np.sin(0.01)/abs(y_cross)
assert abs(measured_ellipticity/ellipticity - 1) < 1e-3
tilted = {deg: free_motion(np.radians(deg))[0] for deg in (10, 20)}

# Weak drive, on and off resonance, in the full nonlinear equation.
drive = 1e-5
t_end = 10.25*2*np.pi/omega0
times = np.linspace(0, t_end, 400)
driven_peak = {}
for ratio in (1.0, 0.8):
    w = ratio*omega0
    sol = solve_ivp(lambda t, m: motion(t, m, N, B0, 0.0, drive, w),
                    (0, t_end), [0., 0., 1.], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-13)
    if ratio == 1.0:
        formula = gamma**2*By*drive*times*np.sin(omega0*times)/(2*omega0)
    else:
        formula = (gamma**2*By*drive*(np.cos(w*times) - np.cos(omega0*times))
                   / (omega0**2 - w**2))
    assert np.max(np.abs(sol.y[0] - formula)) < 1e-3*np.max(np.abs(formula))
    driven_peak[ratio] = np.max(np.abs(sol.y[0]))
assert driven_peak[1.0] > driven_peak[0.8]


# Exponents with and without damping, for m along each principal axis.
def exponents(N_case, field, damping):
    bx, by = stiffness(N_case, field)
    return np.roots([1 + damping**2, damping*gamma*(bx + by), gamma**2*bx*by])


orientations = {"long": N[[0, 1, 2]], "middle": N[[1, 2, 0]],
                "short": N[[2, 0, 1]]}
zero_field = {}
for name, N_case in orientations.items():
    for field in (0.0, B0, 1.2):
        for damping in (0.0, alpha):
            numeric = np.linalg.eigvals(jacobian(N_case, field, damping))
            derived = exponents(N_case, field, damping)
            scale = np.max(np.abs(derived))
            for value in numeric:
                assert np.min(np.abs(value - derived)) < 1e-6*scale
    undamped = np.linalg.eigvals(jacobian(N_case, 0.0))
    damped = np.linalg.eigvals(jacobian(N_case, 0.0, alpha))
    zero_field[name] = (stiffness(N_case, 0.0), undamped, damped)
assert np.max(zero_field["long"][2].real) < 0
assert np.max(zero_field["middle"][1].real) > 1
assert np.max(np.abs(zero_field["short"][1].real)) < 1e-6
assert np.min(zero_field["short"][2].real) > 0
assert jacobian(orientations["long"], 0.0)[1, 0] > 0
assert jacobian(orientations["short"], 0.0)[1, 0] < 0
damped_pair = np.linalg.eigvals(jacobian(N, B0, alpha))
decay_rate = alpha*gamma*(Bx + By)/(2*(1 + alpha**2))
assert abs(-damped_pair[0].real/decay_rate - 1) < 1e-5
damped_omega = np.max(damped_pair.imag)

# Limiting shapes, using computed factors of very flat and very long bodies.
sphere = demag_factors([1., 1., 1.])
flat_in_plane = demag_factors([1000., 1., 1000.])
flat_normal = demag_factors([1000., 1000., 1.])
needle = demag_factors([1., 1., 1000.])
limit_ratios = {
    "sphere, 0.1 T": kittel(sphere, B0)/(gamma*B0),
    "film in plane, 0.1 T": kittel(flat_in_plane, B0)
    / (gamma*np.sqrt(B0*(B0 + BM))),
    "film normal, 1.5 T": kittel(flat_normal, 1.5)/(gamma*(1.5 - BM)),
    "needle axial, 0.1 T": kittel(needle, B0)/(gamma*(B0 + BM/2))}
for value in limit_ratios.values():
    assert abs(value - 1) < 0.01

to_GHz = 1/(2*np.pi)
print("Semi-axes x, y, z (nm):", *semi_axes)
print(f"Ms = {Ms/1000:.1f} kA/m; mu0*Ms = {BM:.5f} T")
print(f"g = {g_factor:.1f}; gamma = {gamma:.4f} rad/(ns T)")
print(f"gamma/(2 pi) = {gamma*to_GHz:.4f} GHz/T")
print(f"Applied field B0 = {B0:.3f} T along z (long axis)")
print(f"Nx, Ny, Nz = {N[0]:.6f}, {N[1]:.6f}, {N[2]:.6f}")
print(f"Sum of factors = {N.sum():.8f}")
print(f"Largest surface-charge field error / Ms = {field_error:.1e}")
print(f"Bx = {Bx:.5f} T; By = {By:.5f} T")
print(f"Kittel omega0 = {omega0:.4f} rad/ns")
print(f"Kittel frequency = {omega0*to_GHz:.4f} GHz")
print(f"Period = {2*np.pi/omega0:.5f} ns")
print(f"Shape-free frequency gamma*B0/(2 pi) = {gamma*B0*to_GHz:.4f} GHz")
print(f"Nonlinear run, zero-tilt limit = {omega_limit*to_GHz:.4f} GHz")
print(f"Shift ratio, tilt 0.02 to 0.01 rad = {shift_ratio:.4f}")
print(f"Amplitude ratio X/Y, formula = {ellipticity:.4f}")
print(f"Amplitude ratio X/Y, run = {measured_ellipticity:.4f}")
for deg, value in tilted.items():
    print(f"Initial tilt {deg} deg toward x: f = {value*to_GHz:.4f} GHz, "
          f"shift = {100*(value/omega0 - 1):.3f} %")
print(f"Drive amplitude = {drive*1e6:.1f} microtesla; time = {t_end:.4f} ns")
for ratio, value in driven_peak.items():
    print(f"Drive at {ratio:.1f} omega0: peak |mx| = {value:.4e}")
print(f"Damping alpha = {alpha:.3f}; decay rate = {decay_rate:.4f} 1/ns")
print(f"Amplitude decay time = {1/decay_rate:.4f} ns")
print(f"Damped frequency = {damped_omega*to_GHz:.4f} GHz")
print("Zero field, m along each axis:")
for name, (fields, undamped, damped) in zero_field.items():
    print(f" {name}: stiffness fields = {fields[0]:.5f}, {fields[1]:.5f} T")
    if fields[0]*fields[1] > 0:
        print(f"  undamped f = {np.max(undamped.imag)*to_GHz:.4f} GHz")
    else:
        print(f"  undamped growth rate = {np.max(undamped.real):.4f} 1/ns")
    print(f"  largest real exponent, damped = {np.max(damped.real):.4f} 1/ns")
print("Applied field 1.2 T along each axis:")
for name, N_case in orientations.items():
    print(f" {name}: f = {kittel(N_case, 1.2)*to_GHz:.4f} GHz")
for name in ("middle", "short"):
    N_case = orientations[name]
    threshold = BM*(N_case[2] - min(N_case[0], N_case[1]))
    below = np.linalg.eigvals(jacobian(N_case, threshold - 0.01, alpha))
    above = np.linalg.eigvals(jacobian(N_case, threshold + 0.01, alpha))
    assert np.max(below.real) > 0 and np.max(above.real) < 0
    print(f"Stability threshold, {name} axis = {threshold:.5f} T")
print("Computed frequency / limiting formula (aspect ratio 1000):")
for name, value in limit_ratios.items():
    print(f" {name}: {value:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Semi-axes x, y, z (nm): 40.0 10.0 60.0
Ms = 800.0 kA/m; mu0*Ms = 1.00531 T
g = 2.0; gamma = 175.8820 rad/(ns T)
gamma/(2 pi) = 27.9925 GHz/T
Applied field B0 = 0.100 T along z (long axis)
Nx, Ny, Nz = 0.165064, 0.741192, 0.093743
Sum of factors = 1.00000000
Largest surface-charge field error / Ms = 1.8e-14
Bx = 0.17170 T; By = 0.75089 T
Kittel omega0 = 63.1530 rad/ns
Kittel frequency = 10.0511 GHz
Period = 0.09949 ns
Shape-free frequency gamma*B0/(2 pi) = 2.7992 GHz
Nonlinear run, zero-tilt limit = 10.0511 GHz
Shift ratio, tilt 0.02 to 0.01 rad = 3.9999
Amplitude ratio X/Y, formula = 2.0912
Amplitude ratio X/Y, run = 2.0912
Initial tilt 10 deg toward x: f = 9.9975 GHz, shift = -0.534 %
Initial tilt 20 deg toward x: f = 9.8383 GHz, shift = -2.118 %
Drive amplitude = 10.0 microtesla; time = 1.0198 ns
Drive at 1.0 omega0: peak |mx| = 1.8754e-03
Drive at 0.8 omega0: peak |mx| = 3.2355e-04
Damping alpha = 0.010; decay rate = 0.8113 1/ns
Amplitude decay time = 1.2327 ns
Damped frequency = 10.0498 GHz
Zero field, m along each axis:
 long: stiffness fields = 0.07170, 0.65089 T
  undamped f = 6.0472 GHz
  largest real exponent, damped = -0.6354 1/ns
 middle: stiffness fields = 0.57919, -0.07170 T
  undamped growth rate = 35.8418 1/ns
  largest real exponent, damped = 35.3966 1/ns
 short: stiffness fields = -0.65089, -0.57919 T
  undamped f = 17.1871 GHz
  largest real exponent, damped = 1.0816 1/ns
Applied field 1.2 T along each axis:
 long: f = 42.9461 GHz
 middle: f = 39.6611 GHz
 short: f = 16.3438 GHz
Stability threshold, middle axis = 0.07170 T
Stability threshold, short axis = 0.65089 T
Computed frequency / limiting formula (aspect ratio 1000):
 sphere, 0.1 T: 1.00000
 film in plane, 0.1 T: 0.99893
 film normal, 1.5 T: 1.00478
 needle axial, 0.1 T: 0.99998
ALL CHECKS PASSED
```
